# Dipole correction for a polar slab in a periodic cell

## The situation

A surface can be computed as a slab of a few atomic layers, repeated in all three directions with vacuum between the copies. If its two faces differ, no symmetry forbids a dipole moment normal to its plane, and in general the slab carries one. The electrostatic potential of one isolated slab then has different constant values on the two sides. A periodic potential must return to its starting value across the cell, so it cannot keep two constant vacuum levels. It recovers the difference through a slope, and every slab sits in an electric field that an isolated slab would not feel.

This appendix derives that field, the potential that removes it and the matching energy, known as Bengtsson's dipole correction. It then gives the forms needed in a plane-wave program.

## Conventions and assumptions

Hartree atomic units are used. The slab is periodic in $x$ and $y$ with surface cell area $A$. The third cell vector is normal to the slab and has length $L$, so $\Omega=AL$. The charge density $\rho$ counts nuclei or ionic cores as positive and electrons as negative:

$$\rho(\mathbf r)=\rho_{\rm ion}(\mathbf r)-n(\mathbf r),\qquad \int_\Omega\rho\,d^3r=0 .$$

The cell runs over $-L/2<z<L/2$, and $\rho$ is negligible near both ends. The dipole is

$$\mu=\int_\Omega z\,\rho(\mathbf r)\,d^3r .$$

Shifting the origin of $z$ by $c$ changes $\mu$ by $-c\int\rho\,d^3r=0$, so $\mu$ is well defined.

The electrostatic potential $\phi$ obeys $\nabla^2\phi=-4\pi\rho$, and an electron has potential energy $-\phi$. The periodic potential $\phi_{\rm per}$ is computed with its $\mathbf G=0$ component set to zero. For a neutral cell this choice does not affect the electrostatic energy.

Only electrostatics is corrected. The remaining energy terms are taken to be the same for the isolated and the repeated slab, as holds for semilocal exchange-correlation functionals when the densities of neighbouring slabs do not overlap.

## The field in the periodic cell

Define the planar average $\bar\rho(z)=A^{-1}\int\rho\,dx\,dy$, and likewise $\bar\phi$. Averaging Poisson's equation removes the lateral derivatives, because $\phi$ is periodic in $x$ and $y$:

$$\bar\phi''(z)=-4\pi\bar\rho(z),\qquad \int\bar\rho\,dz=0,\qquad \int z\bar\rho\,dz=\frac{\mu}{A}.$$

For an isolated slab without applied field the solution is

$$\bar\phi_{\rm iso}(z)=-2\pi\int|z-z'|\,\bar\rho(z')\,dz' .$$

It solves the equation because the second derivative of $|z-z'|$ is $2\delta(z-z')$. To the right of all charge, $|z-z'|=z-z'$; to the left, $|z-z'|=z'-z$. Hence

$$\bar\phi_{\rm iso}^{\rm right}=-2\pi\left(z\cdot0-\frac{\mu}{A}\right)=+\frac{2\pi\mu}{A},\qquad
\bar\phi_{\rm iso}^{\rm left}=-2\pi\left(\frac{\mu}{A}-z\cdot0\right)=-\frac{2\pi\mu}{A}.$$

Both vacuum regions are free of field, and the potential rises by $4\pi\mu/A$ from left to right.

Inside one cell, $\bar\phi_{\rm per}$ has the same source. The difference of the two potentials has zero second derivative and is therefore linear:

$$\bar\phi_{\rm per}(z)=\bar\phi_{\rm iso}(z)+az+b .$$

Periodicity requires equal values at the two ends:

$$0=\bar\phi_{\rm per}(L/2)-\bar\phi_{\rm per}(-L/2)=\frac{4\pi\mu}{A}+aL
\quad\Longrightarrow\quad a=-\frac{4\pi\mu}{AL}=-\frac{4\pi\mu}{\Omega}.$$

The added field is $-a$:

$$\boxed{E_{\rm d}=+\frac{4\pi\mu}{\Omega}}$$

It points along the dipole and is present throughout the cell. In the vacuum it is the whole planar-averaged field; inside the slab it adds to the slab's own field. It is not a fixed applied field, since it follows $\mu$.

The field falls as $1/L$, but the potential drop it causes does not vanish. Across a vacuum gap $d=L-w$, where $w$ is the slab thickness including its electron tails, the drop is $E_{\rm d}d=(4\pi\mu/A)(1-w/L)$. This tends to the full step as $L$ grows. A thicker vacuum weakens the field at the slab but does not produce two separate flat levels.

## Lateral structure

The planar average is the component with lateral wavevector $\mathbf g=0$. For $\mathbf g\ne0$, Poisson's equation reads

$$\left(\frac{d^2}{dz^2}-g^2\right)\phi_{\mathbf g}(z)=-4\pi\rho_{\mathbf g}(z),$$

and its decaying solution for a unit source at $z'$ is $(2\pi/g)e^{-g|z-z'|}$. The slope of this function jumps by $-4\pi$ at $z'$, as required.

A copy displaced by $mL$ is at least $|m|L-w$ away from any point of the slab. With $q_{\mathbf g}=\int|\rho_{\mathbf g}|dz$, the potential of all copies is bounded by

$$\frac{2\pi q_{\mathbf g}}{g}\;2\sum_{m=1}^{\infty}e^{-g(mL-w)}
=\frac{4\pi q_{\mathbf g}}{g}\,\frac{e^{-gd}}{1-e^{-gL}} .$$

These terms fall exponentially with the gap and are left uncorrected. The smallest $g$ with $q_{\mathbf g}\ne0$ decays most slowly and sets the required vacuum. For a square surface cell of side $s$ the smallest wavevector is $2\pi/s$, so a wide lateral supercell needs a wide gap when its charge varies on the scale of $s$, as with one adsorbate per cell. A supercell that only repeats a smaller cell has $q_{\mathbf g}=0$ at these small wavevectors. The correction restores one isolated *layer*. If the cell holds a single molecule, its lateral copies remain and still interact.

## The energy

At fixed density, the electrostatic energy per cell is $\frac12\int\rho\phi\,d^3r$. Self-energies of point nuclei are removed in the same way in both geometries, and they cancel in the difference. Apart from the exponentially small terms,

$$\phi_{\rm iso}-\phi_{\rm per}=\frac{4\pi\mu}{\Omega}z-b .$$

Therefore

$$E_{\rm iso}-E_{\rm per}=\frac12\int_\Omega\rho\left(\frac{4\pi\mu}{\Omega}z-b\right)d^3r
=\frac12\,\frac{4\pi\mu}{\Omega}\,\mu-0 ,$$

where the constant drops out by neutrality. The energy to add is

$$\boxed{E_{\rm dip}=+\frac{2\pi\mu^2}{\Omega}}$$

The field energy gives the same result by another route. Let $E_0(z)$ be the planar field of the isolated slab, with $\int E_0\,dz=-4\pi\mu/A$. In the periodic cell the field is $E_0+E_{\rm d}$, so

$$E_{\rm per}-E_{\rm iso}=\frac{A}{8\pi}\int\left(2E_0E_{\rm d}+E_{\rm d}^2\right)dz
=\frac{A}{8\pi}\left(-\frac{8\pi\mu}{A}E_{\rm d}+E_{\rm d}^2L\right).$$

Since $E_{\rm d}L=4\pi\mu/A$, the bracket equals $-4\pi\mu E_{\rm d}/A$. The result is $-\frac12\mu E_{\rm d}=-2\pi\mu^2/\Omega$, as before.

**Why one half.** A fixed external field $F$ along $z$ has potential $-Fz$ and gives the energy $\int\rho(-Fz)\,d^3r=-F\mu$. The periodic cell gives $-\frac12E_{\rm d}\mu$. The difference is that $E_{\rm d}$ is produced by the dipole itself. If the charge density is built up as $\lambda\rho$ with $\lambda$ from 0 to 1, the field at each stage is $\lambda E_{\rm d}$, and the energy is $-\int_0^1\lambda E_{\rm d}\,\mu\,d\lambda=-\frac12E_{\rm d}\mu$. The correction cancels this energy and carries the same half.

## The potential in the Kohn-Sham equation

The potential follows from varying the energy. A change $\delta n$ gives $\delta\mu=-\int z\,\delta n\,d^3r$, and

$$\delta E_{\rm dip}=\frac{4\pi\mu}{\Omega}\,\delta\mu
=\int\left(-\frac{4\pi\mu}{\Omega}z\right)\delta n\,d^3r .$$

The electrons therefore receive the additional potential energy

$$\boxed{v_{\rm dip}(z)=-\frac{4\pi\mu}{\Omega}\,z,\qquad \phi_{\rm dip}=-v_{\rm dip}}$$

The square in $\mu^2$ supplies a factor 2 on differentiation, so the full potential enters the equation while $E_{\rm dip}=\frac12\int\rho\,\phi_{\rm dip}\,d^3r$. This full potential cancels $E_{\rm d}$.

Continued periodically, $v_{\rm dip}$ is a sawtooth with a jump of magnitude $4\pi\mu/A$ at the cell boundary. The jump must lie where the electron density is negligible. Its detailed shape then has no effect on the energy, and it may be smoothed over a short interval of vacuum.

If the cut passes through electron density, the result depends on where it is placed. Suppose an electron charge $-q$ lies between two possible cuts. Moving the cut upward past it shifts this charge by $+L$ and changes $\mu$ by $-qL$. In the dipole, a small charge at the cut is thus multiplied by the cell length. Since the correction contains $\mu/\Omega$, the slope of $v_{\rm dip}$ changes by $4\pi q/A$ in magnitude, and $E_{\rm dip}$ changes by $\frac{2\pi}{\Omega}\left[(\mu-qL)^2-\mu^2\right]=-4\pi\mu q/A+2\pi q^2L/A$.

## Forces, eigenvalue sums and applied fields

**Forces.** For ions of charge $Z_I$ at height $z_I$, $\mu_{\rm ion}=\sum_IZ_Iz_I$. At self-consistency the energy is stationary with respect to the orbitals, so in a plane-wave basis at fixed cell only the explicit dependence on $z_I$ contributes:

$$F_I^{\rm dip}=-\frac{\partial E_{\rm dip}}{\partial z_I}=-\frac{4\pi\mu}{\Omega}Z_I .$$

This is added to the usual periodic force, evaluated with the corrected density.

**Eigenvalue sums.** Let $\mu_{\rm el}=-\int zn\,d^3r$, so that $\mu=\mu_{\rm ion}+\mu_{\rm el}$. The sum of occupied eigenvalues already contains

$$\int n\,v_{\rm dip}\,d^3r=-\frac{4\pi\mu}{\Omega}\int zn\,d^3r=\frac{4\pi\mu\,\mu_{\rm el}}{\Omega}.$$

If the total energy is assembled from eigenvalues, this must be replaced by $E_{\rm dip}$. The term to add is

$$\frac{2\pi\mu^2}{\Omega}-\frac{4\pi\mu\mu_{\rm el}}{\Omega}
=\frac{2\pi\mu}{\Omega}(\mu-2\mu_{\rm el})
=\frac{2\pi}{\Omega}(\mu_{\rm ion}+\mu_{\rm el})(\mu_{\rm ion}-\mu_{\rm el})
=\frac{2\pi}{\Omega}\left(\mu_{\rm ion}^2-\mu_{\rm el}^2\right).$$

The separate dipoles depend on the origin, as do the eigenvalues through $v_{\rm dip}$. The same $z$ must be used in both.

**Applied field.** With a real external field $F$, the energy is

$$E=E_{\rm per}+\frac{2\pi\mu^2}{\Omega}-F\mu ,$$

and the electrons receive $(F-4\pi\mu/\Omega)z$. One sawtooth carries both fields, but their energies have different factors. The term $-F\mu$ also acts on the ions: each receives the force $+FZ_I$ in addition to $F_I^{\rm dip}$. The eigenvalue sum contains $\int nFz\,d^3r=-F\mu_{\rm el}$, so the eigenvalue form needs the further term $-F\mu_{\rm ion}$. The treatment fails if the applied field lowers the electron potential energy in the vacuum below the occupied levels, because electrons then collect there.

Without an applied field, the steps in each self-consistency cycle are:

1. Fold $z$ into the cell whose boundary lies in vacuum, and compute $\mu$ from the current density and the ions.
2. Add $v_{\rm dip}$ to the Kohn-Sham potential.
3. At convergence, add $E_{\rm dip}$ to a directly evaluated energy, or the eigenvalue form above, but not both.
4. Add $F_I^{\rm dip}$ to the forces.

## What happens without the correction

Let $E_{\rm int}[n]$ be the energy functional of the isolated slab, with minimum $E_0$ and dipole $\mu_0$. An uncorrected calculation minimizes $E_{\rm int}-2\pi\mu^2/\Omega$. Its stationarity condition is

$$\delta E_{\rm int}-\frac{4\pi\mu_{\rm per}}{\Omega}\,\delta\mu=0 ,$$

for variations that conserve the electron number. This is the condition for an isolated slab in a fixed field $F=4\pi\mu_{\rm per}/\Omega$. The densities agree, but the energies are $E_{\rm int}-\frac12F\mu_{\rm per}$ in the periodic cell and $E_{\rm int}-F\mu_{\rm per}$ in the fixed field.

Adding $2\pi\mu_{\rm per}^2/\Omega$ after such a run gives $E_{\rm int}[n_{\rm per}]$. This lies above $E_0$ unless $n_{\rm per}$ already minimizes $E_{\rm int}$: the energy spent in polarizing the slab remains.

In linear response, let $\alpha$ be the polarizability of the isolated slab per surface cell, defined by $\mu=\mu_0+\alpha F$. The lowest internal energy at given $\mu$ is then $E_0+(\mu-\mu_0)^2/2\alpha$, because minimizing this expression minus $F\mu$ returns the definition of $\alpha$. With $k=4\pi/\Omega$, the uncorrected cell minimizes

$$W(\mu)=\frac{(\mu-\mu_0)^2}{2\alpha}-\frac{k\mu^2}{2}.$$

Setting $W'=0$ gives $\mu-\mu_0=k\alpha\mu$, hence

$$\mu_{\rm per}=\frac{\mu_0}{1-k\alpha}.$$

This is a minimum if $W''=1/\alpha-k>0$, that is, $k\alpha<1$. Inserting it,

$$W=\frac{k^2\alpha\mu_{\rm per}^2}{2}-\frac{k\mu_{\rm per}^2}{2}
=-\frac{k\mu_{\rm per}^2}{2}(1-k\alpha)
=-\frac{2\pi\mu_0^2}{\Omega}\,\frac{1}{1-k\alpha}.$$

This is the uncorrected energy error relative to the isolated slab. It falls as $1/L$ at leading order. Adding $k\mu_{\rm per}^2/2$ after the run leaves $\frac12k^2\alpha\mu_{\rm per}^2$, which falls as $1/L^2$. The self-consistent correction removes this term too.

## Worked example

The model has $A=30$ bohr² and two electrons per surface cell in one orbital that is uniform in the plane. Two Gaussian sheets of ionic charge 1 each lie at $z=\mp1.5$ bohr. Fixed short-range wells at the same places, 0.8 hartree deep on the left and 0.6 hartree on the right, draw the electrons to the left. The electrons interact through the Hartree potential. Exchange, correlation and the constant in-plane kinetic energy are left out, so the numbers check the electrostatics and do not describe a real surface.

The reference is a separate calculation of one isolated slab, with finite differences and the open kernel $-2\pi|z-z'|$. It gives $\mu_0=0.35273$ e bohr and $\alpha=9.890$ bohr³. The vacuum step is

$$\frac{4\pi\times0.35273}{30}=0.14775\ \text{hartree}=4.021\ \text{eV}.$$

The energy needed to remove an electron from its orbital level to the vacuum is 0.56672 hartree on the left and 0.41897 hartree on the right. Their difference is the step. The corrected cell of length 48 bohr gives the same two values.

For $L=24$ bohr, $\Omega=720$ bohr³. The correction energy is

$$\frac{2\pi\times0.35273^2}{720}=1.0858\times10^{-3}\ \text{hartree}.$$

Without correction the dipole grows to 0.42610 e bohr. Linear response gives $k\alpha=4\pi\times9.890/720=0.1726$ and $\mu_{\rm per}=0.35273/0.8274=0.4263$ e bohr. The field from the slope of the vacuum potential is $7.4369\times10^{-3}$ hartree/(e bohr), equal to $4\pi\times0.42610/720$.

An isolated slab placed in this fixed field has the same dipole. Its coupling energy is $-3168.90$ microhartree, against $-1584.45$ in the periodic cell, a ratio of 0.50000.

Energy errors relative to the isolated slab, in microhartree, are:

| $L$ (bohr) | uncorrected | added after the run |
|---:|---:|---:|
| 24 | −1311.8 | 272.6 |
| 48 | −594.1 | 56.0 |
| 72 | −384.0 | 23.4 |

With the self-consistent correction the error is below 0.01 microhartree at all three lengths. For $L=24$ bohr the entries are linked by $-1584.45+272.62=-1311.83$: half the external coupling plus the polarization energy. The last column falls by a factor 4.87 from 24 to 48 bohr. Linear response predicts $4\times(0.42610/0.38601)^2=4.87$, since $\mu_{\rm per}$ also decreases.

The force on the right ion sheet at $L=24$ bohr, with the wells held fixed, is $-59.420-6.156=-65.576$ millihartree/bohr. The second part is the dipole term. The sum agrees with the numerical derivative of the corrected energy.

The eigenvalue-form term is $-1085.75$ microhartree, the negative of $E_{\rm dip}$. This follows from the symmetric ion sheets: $\mu_{\rm ion}=0$, hence $\mu_{\rm el}=\mu$.

A second example tests lateral structure. Three Gaussian charges in a square cell of side 6 bohr form a layer with $\mu=1.2$ e bohr. Its isolated energy comes from a direct Coulomb sum over one layer. At $L=10$ bohr the periodic energy is in error by $-25095.50$ microhartree. Adding

$$\frac{2\pi\times1.2^2}{360}=0.02513274\ \text{hartree}$$

leaves 37.24 microhartree. At $L=12$ bohr the remainder is 4.50 microhartree. The ratio is 0.1209, close to $e^{-2(2\pi/6)}=0.1231$ from the smallest $g$.

At $L=20$ bohr the difference from the direct sum is 0.007 microhartree, whereas this exponential, continued from 12 bohr, gives about 0.001. The excess lies in the reference. The direct sum, cut at a radius of 300 cells, is too low by about 0.006 microhartree. Measured against the layer energy summed exactly over lateral wavevectors, the remainders are 37.234, 4.495 and 0.001 microhartree at 10, 12 and 20 bohr, and the ratio of the second to the first is 0.1207. The program requires only that the remainder at 20 bohr be below 1 microhartree.

The numerical check tests the vacuum field, the corrected energy, dipole and removal energies, the factor one half, the force, the eigenvalue form (only for $\mu_{\rm ion}=0$), the linear-response formulas at $L=48$ and 72 bohr, and the decay ratio of the layer. It does not test the bound on the lateral terms, the effect of moving the cut, or the correction combined with an applied field.

## Where the correction does not apply

For a charged slab, $\mu$ depends on the origin, and the compensating background adds a potential quadratic in $z$. The linear term derived here is then insufficient. If the densities of neighbouring slabs overlap, there is no clean place for the cut, and the assumption about the non-electrostatic energy also fails. If $\mu=0$, as for a slab with equivalent faces related by mirror or inversion symmetry, the correction vanishes.

## Computed values

```
Area 30.0 bohr^2, electrons per cell 2
Ion sheets at (-1.5, 1.5) bohr, charges (1.0, 1.0) e
Ion width 0.5 bohr, well width 1.0 bohr
Well depths left, right (0.8, 0.6) hartree
Plane-wave grid step 0.25 bohr, isolated box 28.0 bohr
Isolated energy -0.986392 hartree
Isolated dipole 0.35273 e bohr
Dipole from -dE/dF 0.35273 e bohr
Slab polarizability alpha 9.890 bohr^3
Vacuum step 4 pi mu/A 0.14775 hartree = 4.021 eV
Removal energy left: isolated 0.56672, corrected 0.56672 hartree
Removal energy right: isolated 0.41897, corrected 0.41897 hartree
L = 24 bohr: uncorrected dipole 0.42610, corrected 0.35273 e bohr
  vacuum field: slope 7.4369, 4 pi mu/Omega 7.4369 mhartree/(e bohr)
  energy error: uncorrected -1311.83, corrected -0.00 microhartree
  2 pi mu^2/Omega (corrected run) 1085.75 microhartree
  error if added after the run 272.62 microhartree
L = 48 bohr: uncorrected dipole 0.38601, corrected 0.35273 e bohr
  vacuum field: slope 3.3686, 4 pi mu/Omega 3.3686 mhartree/(e bohr)
  energy error: uncorrected -594.11, corrected -0.00 microhartree
  2 pi mu^2/Omega (corrected run) 542.88 microhartree
  error if added after the run 56.03 microhartree
L = 72 bohr: uncorrected dipole 0.37425, corrected 0.35273 e bohr
  vacuum field: slope 2.1773, 4 pi mu/Omega 2.1773 mhartree/(e bohr)
  energy error: uncorrected -384.00, corrected -0.00 microhartree
  2 pi mu^2/Omega (corrected run) 361.92 microhartree
  error if added after the run 23.42 microhartree
Corrected vacuum field, L=48: 0.00000 mhartree/(e bohr)
Isolated slab in own field of L=24: dipole 0.42610 e bohr
Coupling in fixed field -3168.90 microhartree
Coupling in periodic cell -1584.45 microhartree
Ratio periodic/fixed 0.50000
L=72 linear response: dipole 0.37426 e bohr, energy error -384.01 microhartree
L=48 after-run error, linear response 56.11 microhartree
L=24 ion force: periodic part -59.420, dipole part -6.156 mhartree/bohr
L=24 ion force: sum -65.576, from energies -65.576 mhartree/bohr
L=24 eigenvalue-form dipole term -1085.75 microhartree
L=24 energy: eigenvalue form -0.986392, direct -0.986392 hartree
Layer: side 6.0 bohr, width 0.6 bohr, charges [2.0, -1.0, -1.0] e
Layer positions [[0.0, 0.0, 0.5], [1.5, 1.0, -0.3], [-1.5, -1.0, 0.1]] bohr
Layer dipole 1.200 e bohr, isolated energy 1.072734 hartree
Layer L = 10 bohr: error raw -25095.50, corrected 37.240 microhartree
Layer L = 12 bohr: error raw -20939.45, corrected 4.501 microhartree
Layer L = 20 bohr: error raw -12566.36, corrected 0.007 microhartree
Layer remainder ratio L=12/L=10: 0.1209, exponential law 0.1231
```
